# Coupling Multiplier for a Victim Line Timed at Half Supply

## The problem

A signal line, the victim, runs between two neighbours, the aggressors, in a low-permittivity dielectric. Its total coupling capacitance to both aggressors is $C_c$, and its capacitance to fixed conductors is $C_g$. The supply voltage is $V$. The victim starts at 0 and is driven upwards; its delay is read when it reaches $V/2$. Both aggressors start at $V$ and are driven to 0.

A timing calculation often replaces $C_c$ by a grounded capacitor $kC_c$. Define the charge-equivalent multiplier $k$ by requiring that this capacitor take the same charge as $C_c$ while the victim makes the same excursion.

**(a)** Show that $k=3$ if the aggressors complete their swing while the victim moves from 0 to $V/2$.

**(b)** Find $k$ when the window is extended until the victim reaches $V$, and reconcile the two values.

**(c)** The victim is driven by a constant current $I$. Find its delay, and evaluate it for the bus below with multipliers 1, 2 and 3.

**(d)** Estimate how the resistance of the wires changes $k$ for this bus.

The bus has alternating victim and aggressor lines, 50 nm wide, 50 nm apart and 100 nm high, with a grounded plane 100 nm above and another 100 nm below. All victims move alike, as do all aggressors. The relative permittivity is 2.7, the length 50 µm, $V=0.8$ V and $I=0.1$ mA. The aggressors fall linearly in 60 ps, starting together with the victim. A two-dimensional solution of Laplace's equation for this cross-section on a 1.25 nm grid gives $C_c=6.16$ fF and $C_g=2.30$ fF, the values used throughout. They are not converged in the last digit: refining the grid lowers them to about 6.15 fF and 2.29 fF, which shortens the delays below by about 0.1 ps.

Assume that the capacitances do not depend on voltage, that the dielectric does not leak and, until part (d), that each line has a single potential. If the victim crosses $V/2$ upwards more than once, the window ends at the last such crossing.

## Hints

1. The charge on a capacitor depends on the difference between its two terminal voltages. Write it down before and after the window.
2. In (b), split the victim's full swing at $V/2$. Ask what the aggressors do in each half.
3. In (c), the driver must supply the charge of $C_g$ as well as that of $C_c$.
4. In (d), treat the time after the ramp as quasi-steady. Current flows along the aggressor too, because the rising victim pushes charge into it.

## Full solution

### (a) The half-supply window

Let $v$ be the victim voltage and $a$ the common aggressor voltage. Count charge as positive on the victim. Then

$$Q=C_gv+C_c(v-a).$$

The net current into the victim is the time derivative,

$$i=C_g\frac{dv}{dt}+C_c\left(\frac{dv}{dt}-\frac{da}{dt}\right).$$

Integrate the coupling term over the window. Since $C_c$ is constant, the integral contains the end values alone:

$$\Delta Q_c=C_c(\Delta v-\Delta a).$$

The shapes of the two waveforms have dropped out, and so has any temporary excursion of the victim below zero.

A grounded capacitor $kC_c$ would take the charge $kC_c\Delta v$. Equating the two charges and dividing by $C_c\Delta v$ gives

$$k=1-\frac{\Delta a}{\Delta v}.$$

The victim rises by $\Delta v=V/2$. The aggressors fall, so $\Delta a=0-V=-V$. Therefore

$$k=1-\frac{-V}{V/2}=1+2=3,\qquad \Delta Q_c=\frac32C_cV.$$

The same count can be made on the capacitor itself. Its voltage $v-a$ starts at $-V$ and ends at $+V/2$, a change of $3V/2$. That is three times the victim's own excursion.

The result needs the whole aggressor swing inside the window. If the aggressors remain between the rails, they cannot fall by more than $V$, so 3 is the largest charge multiplier for a half-supply threshold. If they stay quiet, $\Delta a=0$ and $k=1$.

The factor can also be checked from the fields, without a circuit. Gauss's law gives the victim's charge in separate field solutions for $(v,a)=(0,V)$ and $(V/2,0)$. Dividing the charge difference by $V/2$, subtracting $C_g$ and dividing by $C_c$ gives 3.000000. Because the field equation is linear, this confirms the counting of charge, not the values of the capacitances.

### (b) The full swing

When the victim reaches $V$, its excursion is $\Delta v=V$, while the aggressors have still moved by $-V$. Hence

$$k=1-\frac{-V}{V}=2.$$

This is the usual Miller value. It also holds at every instant if the two lines move at equal and opposite rates, because the capacitor voltage then changes twice as fast as the victim voltage.

Now split the victim's swing at $V/2$. In the first half $k=3$. In the second half the aggressors rest at 0, so $\Delta a=0$ and $k=1$. The coupling charges add:

$$3C_c\frac V2+1\,C_c\frac V2=2C_cV.$$

The two values thus describe one process seen through two windows. The aggressors contribute a fixed charge $C_cV$. In the shorter window this charge is shared over half the victim excursion, so it counts double.

A circuit integration with a driver current $I\tanh[(V-v)/(0.15\ \mathrm{V})]$, which fades as the victim approaches the supply, gives multipliers 3.0000, 1.0000 and 2.0000 for the first half, the second half and the full swing.

A half-supply threshold does not by itself imply a multiplier of 3. If the aggressors have fallen by just $V/2$ when the victim reaches $V/2$, then $\Delta a=-\Delta v$ and $k=2$. The value 3 requires aggressors that are ahead of the victim, through a stronger driver, a lighter load or an earlier start within the window.

### (c) The delay at constant current

The driver supplies the charge of both capacitances:

$$Q_{\rm drive}=C_g\frac V2+3C_c\frac V2=(C_g+3C_c)\frac V2.$$

A constant current delivers this in the time

$$t_{1/2}=\frac{(C_g+3C_c)V}{2I}.$$

For this driver the charge multiplier is therefore also the delay multiplier.

For the example, the coupling charge is

$$1.5\times6.16\ \mathrm{fF}\times0.8\ \mathrm V=7.39\ \mathrm{fC},$$

and the charge of the ground capacitance is $2.30\times0.4=0.92$ fC. The total is 8.31 fC. Since $1\ \mathrm{fC/mA}=1$ ps,

$$t_{1/2}=\frac{8.31\ \mathrm{fC}}{0.1\ \mathrm{mA}}=83.1\ \mathrm{ps}.$$

With the general expression $(C_g+kC_c)V/(2I)$, multipliers 1 and 2 give 33.8 ps and 58.5 ps. Each unit of $k$ adds $C_cV/(2I)=24.6$ ps. Using 2 where 3 applies makes the delay 29.6 % too short, relative to the delay with 3.

The assumption behind 3 must be checked: is the ramp over before the victim crosses $V/2$? Let $T=60$ ps be the ramp time. Charge balance up to the end of the ramp reads

$$IT=(C_g+C_c)v(T)+C_cV,$$

because the aggressor term is $-C_c\Delta a=+C_cV$. Solving for the victim voltage,

$$v(T)=\frac{IT-C_cV}{C_g+C_c}
=\frac{6.00-4.93}{8.46}\ \mathrm V=0.127\ \mathrm V.$$

This lies below 0.4 V, so the whole swing is inside the window. It is also positive. During the linear ramp the victim's slope is constant, so the victim rises steadily and never goes below zero.

These numbers show where the factor 3 comes from in time. During the ramp the victim gains 0.127 V while the capacitor voltage changes by $0.127+0.8=0.927$ V. Afterwards both change by the remaining 0.273 V. The capacitor voltage has changed by 1.2 V in all, three times the victim's 0.4 V. Most of the delay is spent holding the victim up against the falling aggressors: the ramp takes 60 of the 83 ps but yields less than a third of the required excursion.

### (d) Resistance of the wires

Take a resistivity of 4 µΩ cm, a rough value for narrow copper lines. The cross-section is $50\times100$ nm², so each wire has

$$R_w=\frac{4\times10^{-8}\ \Omega\,\mathrm m\times50\times10^{-6}\ \mathrm m}{5\times10^{-15}\ \mathrm m^2}=400\ \Omega.$$

Let both lines be driven at the end $x=0$, and read the victim at its far end $x=1$, where $x$ is the position divided by the length. Write $C=C_g+C_c$ and $r=C_c/C$; here $C=8.46$ fF and $r=0.728$.

After the ramp, the victim charges uniformly along its length. The current passing position $x$ is what the rest of the line still needs, $I(1-x)$. The victim voltage above its far-end value is then

$$v(x)-v(1)=IR_w\int_x^1(1-s)\,ds=\frac{IR_w}{2}(1-x)^2.$$

Its average over the line is $IR_w/6$, because $\int_0^1(1-x)^2dx=1/3$. When the far end reaches $V/2$, the line as a whole is slightly higher and holds more charge.

The aggressor acts the other way. The victim rises at the rate $I/C$, so it pushes a total current $C_cI/C=rI$ into the aggressor. This current flows back to the source at $x=0$, which is held at zero. The aggressor voltage is

$$a(x)=rIR_w\int_0^x(1-s)\,ds=rIR_w\left(x-\frac{x^2}{2}\right),$$

with average $rIR_w(1/2-1/6)=rIR_w/3$. The aggressor is not quite down, which reduces the victim's charge by $C_c$ times this average. Using $C_c=rC$, the net change of charge is

$$\delta Q=C\frac{IR_w}{6}-C_c\frac{rIR_w}{3}
=CIR_w\left(\frac16-\frac{r^2}{3}\right).$$

Here $IR_w=0.040$ V and $CIR_w=0.338$ fC. The bracket is $0.167-0.177=-0.010$, so $\delta Q\approx-0.003$ fC. With a potential that varies along the line, $k$ needs a fresh definition. Take first the multiplier for which the resistance-free formula $(C_g+kC_c)V/(2I)$ reproduces the far-end delay; this assigns all of $\delta Q$, including the extra charge on $C_g$, to the coupling term. A change $\delta k$ of this multiplier corresponds to the charge $\delta k\,C_cV/2$, and $C_cV/2=2.46$ fC. Hence $\delta k\approx-0.001$.

An integration of the two coupled resistive lines, each divided into 40 sections, gives $k=2.999$ and a far-end crossing at 83.07 ps, in agreement with this estimate. The shift is so small because the two contributions nearly cancel. They cancel when $r^2=1/2$, or $r=0.707$, close to the value for this bus. The victim term alone would give $+0.02$. The cancellation depends on this definition of $k$, on the capacitance ratio of this geometry, on reading the victim at its far end and on aggressor sources of negligible resistance. It does not depend on which end of the aggressors is driven: the victim pushes current into them uniformly along the line, so their average voltage is the same either way. A source resistance $R_s$ would hold each aggressor higher by about $rIR_s$ and lower $k$ by about $2rIR_s/V$, which is 0.18 for 1 kΩ. A shift of this size is realistic. The 60 ps ramp needs an aggressor current of about 0.126 mA, and a pull-down of the fading form of part (b) with this limiting current leaves the aggressor near 0.10 V at the crossing, so that $k\approx2.75$.

Other definitions of $k$ give larger shifts from the wire resistance. Counting the charge of $C_c$ alone against the far-end excursion $V/2$ gives $\delta k=(2IR_w/V)(1/6-r/3)\approx-0.008$, which vanishes at $r=1/2$ instead. If the grounded capacitor $kC_c$ is spread along the same resistive line, it sees the average victim excursion, and $k=1+(V-rIR_w/3)/(V/2+IR_w/6)\approx2.94$; here both terms lower $k$ and nothing cancels.

### The model beside a real interconnect

The dimensions, permittivity, supply and current are rough typical values for a short copper line in a low-k intermediate wiring level. The total capacitance, $123+46=169$ aF/µm, has the usual size, roughly 0.2 fF/µm. The plate formula for the facing side walls gives 96 aF/µm for the coupling; the field solution gives 123 aF/µm, since it includes the rest of the field between the lines. Real levels have crossing wires instead of solid planes, and barrier layers of higher permittivity. These change $C_g$ and $C_c$, but not the charge formula for $k$.

The delay depends strongly on the assumption of a complete, simultaneous swing of both neighbours. With a 120 ps ramp and everything else fixed, the crossing comes at 57.4 ps instead of 83.1 ps. If one neighbour switches in 60 ps and the other stays quiet, each holding half of $C_c$, the charge balance up to the crossing is $It=CV/2+(C_c/2)Vt/(60\ \mathrm{ps})$, with $C=C_g+C_c$. This is the same equation as for both neighbours with a 120 ps ramp, so the delay is again 57.4 ps. The switching neighbour has then completed 96 % of its swing, and the average multiplier is 1.96; a complete swing would give $(3+1)/2=2$.

A fast aggressor strains the model in another way. With a 5 ps ramp and the fading driver of part (b), the charge multiplier remains 3.0000, but the victim is pushed down to $-0.52$ V. The pull-down transistor, nominally off with its gate at zero, then has a gate 0.52 V above its victim-side terminal. With a threshold of roughly 0.3 V it would conduct and bring positive charge from ground. The victim still needs 8.31 fC, but the pull-up device supplies less of it, and the delay is shorter than the model predicts.

Four other omissions can be estimated:

- A receiver input of roughly 1 fF adds 4.0 ps to the delay. It belongs to $C_g$ and leaves $k$ unchanged.
- The time of flight along the line is 0.27 ps.
- The mean field between lines at full supply is 0.16 MV/cm, against a rough breakdown field of 5 MV/cm.
- For a rough leakage density of $10^{-9}$ A/cm², the leaked charge is about $10^{-12}$ of the driver charge.

## Variation 1: another threshold, an incomplete swing

*The receiver switches at $\theta V$, and a fraction $f$ of the aggressor swing falls inside the window. Find $k$.*

Now $\Delta v=\theta V$ and $\Delta a=-fV$. The general formula gives

$$k=1-\frac{-fV}{\theta V}=1+\frac f\theta.$$

For $\theta=1/2$ this is $k=1+2f$, which runs from 1 for quiet aggressors to 3 for a complete swing. If 95 % of the swing is complete at the crossing, $k=2.90$. For a complete swing and $\theta=0.45$, $k=1+1/0.45=3.22$. When the swing is complete, a lower threshold raises the multiplier because the same aggressor charge is divided by a smaller victim excursion. It does not raise the charge itself: at fixed $f$, $\Delta Q_c=C_cV(\theta+f)$ becomes smaller when $\theta$ is lowered. If instead the crossing comes during a linear ramp that started together with the victim, and the driver current is constant, both lines move at constant rates. Then $f$ is proportional to $\theta$, and $k$ does not depend on the threshold.

The 120 ps ramp shows how $f$ follows from the circuit. At the crossing time $t<T$ the completed fraction is $f=t/T$, so charge balance reads

$$It=C\frac V2+C_cV\frac tT.$$

Collecting the terms in $t$,

$$t=\frac{CV/2}{I-C_cV/T}
=\frac{3.38\ \mathrm{fC}}{(0.1000-0.0411)\ \mathrm{mA}}=57.4\ \mathrm{ps}.$$

Thus $f=57.4/120=0.478$ and $k=1.957$. The value is close to 2 because the aggressors are near their own midpoint when the victim reaches its midpoint.

## Variation 2: a resistive driver

*Replace the current source by a resistor $R$ to the supply, and let the aggressors fall abruptly at time $t_0$, before the victim first reaches $V/2$. Which multiplier reproduces the delay?*

Let $\tau=RC$. Before the step, $C\,dv/dt=(V-v)/R$ with $v(0)=0$, so

$$V-v=Ve^{-t/\tau}.$$

During the abrupt step the resistor delivers no charge, because its current is finite and the duration is zero. Charge balance then gives $0=C\Delta v-C_c\Delta a$. With $\Delta a=-V$, the victim jumps by $\Delta v=-rV$. The gap to the supply becomes $V(e^{-t_0/\tau}+r)$ and decays again:

$$V-v=V\left(e^{-t_0/\tau}+r\right)e^{-(t-t_0)/\tau}.$$

Setting the left side to $V/2$ and taking the logarithm,

$$t=t_0+\tau\ln\!\left[2\left(e^{-t_0/\tau}+r\right)\right]
=\tau\ln\!\left[2\left(1+re^{t_0/\tau}\right)\right].$$

A grounded load $C_g+k_dC_c$ has the delay $R(C_g+k_dC_c)\ln2$. Since $C_g+k_dC_c=C[1+(k_d-1)r]$, equating the delays gives

$$[1+(k_d-1)r]\ln2=\ln2+\ln\!\left(1+re^{t_0/\tau}\right),$$

$$k_d=1+\frac{\ln\!\left(1+re^{t_0/\tau}\right)}{r\ln2}.$$

The multiplier grows with $t_0$. The earliest step has $e^{t_0/\tau}=1$. The latest is the limit $t_0\to\tau\ln2$, where the exponential is 2. For the bus, $r=0.728$ gives $k_d=2.08$ and $2.78$ in these two cases. The earliest step sends the victim to $-rV=-0.58$ V, where a real pull-down transistor would conduct, as discussed for the 5 ps ramp; the first value therefore belongs to the idealised circuit. Circuit integrations for $r=0.2$, 0.5 and 0.8, each with $t_0/\tau=0$, 0.3 and 0.693, agree with the formula to within $1.0\times10^{-5}$ in $k_d$.

The charge multiplier is still 3 in every one of these cases. The delay differs because the resistor's current depends on the victim voltage. The limit of weak coupling, $r\to0$, makes this plain. There $\ln(1+re^{t_0/\tau})\approx re^{t_0/\tau}$, so $k_d\to1+1/\ln2\approx2.44$ for an early step and $1+2/\ln2\approx3.89$ for the latest. The aggressors demand the extra charge $C_cV$ in both cases. After an early step it is replaced while the current is near $V/R$; after a late step, while the current is near $V/(2R)$, which takes twice as long.

For the latest step, $k_d=3$ at $r=1/2$, since then $\ln(1+2r)=\ln2$. The ratio $\ln(1+2r)/r$ decreases with $r$, because the logarithm is concave and vanishes at $r=0$. Hence $k_d>3$ for $r<1/2$; at $r=0.2$ it is 3.43. The number 3 bounds the charge multiplier under the conditions of part (a), but it does not bound the delay multiplier of an arbitrary driver.

The remaining figures are in the numerical output.

## Computed results

```
Line width, spacing: 50, 50 nm
Line height, gap to each plane: 100, 100 nm
Relative permittivity: 2.7; length: 50 um
Supply: 0.8 V; drive current: 0.1 mA
Aggressor ramp time: 60 ps
Coupling, both sides, field solution: 123.2 aF/um
Coupling, both sides, plate estimate: 95.6 aF/um
Ground capacitance, field solution: 45.9 aF/um
Coupling change, grid 2.5 to 1.25 nm: 0.24 %
Cc: 6.160 fF; Cg: 2.296 fF; r = Cc/(Cg+Cc): 0.728
k from field charges, half window: 3.000000
k from field charges, full swing: 2.000000
Coupling charge, half window: 7.392 fC
Ground-capacitance charge, half window: 0.918 fC
Driver charge to half supply, integrated: 8.311 fC
k from circuit, constant current: 3.00000
Victim voltage at end of ramp: 0.127 V
Simulated half-supply crossing: 83.11 ps
Delay predicted with multiplier 1: 33.83 ps
Delay predicted with multiplier 2: 58.47 ps
Delay predicted with multiplier 3: 83.11 ps
Delay missed by using 2 for 3: 29.6 %
Saturating driver: I*tanh((V-v)/(0.15 V))
  k first half, second half: 3.0000, 1.0000
  k full swing: 2.0000
  crossing: 83.18 ps; delay-matched k: 2.997
Fast ramp 5 ps, saturating driver: k = 3.0000
  lowest victim voltage: -0.524 V
Slow ramp 120 ps: crossing 57.40 ps
  swing fraction in window: 0.478; k = 1.957
k if 95 % of the swing is in the window: 2.90
Threshold 0.45 V_supply: k = 3.222
Resistive driver, delay-matched k, example r:
  early step 2.084; latest step 2.780
  latest step, r=0.2: 3.427; r=0.5: 3.000
  largest formula-simulation difference: 1.0e-05
Wire resistivity (rough): 4.0 microohm cm
Wire resistance: 400 ohm
  far-end crossing: 83.07 ps; charge k: 2.999
  charge k at 1/100 of the resistance: 3.0000
Time of flight along line: 0.274 ps
Receiver load (rough) 1 fF adds 4.0 ps
Mean field between lines at full supply: 0.16 MV/cm
Rough breakdown field: 5 MV/cm
Rough leakage density: 1e-09 A/cm2
Leakage charge / driver charge: 1.0e-12
```
